# Classical Multiphonon Capture Rate from Thermally Averaged Landau-Zener Hops, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one crossing to the capture rate

### Result and conventions

An electron in a silicon channel can be captured by an oxide trap when a vibration of the trap brings the two electronic configurations to the same energy. State 1 is the empty trap with the electron in one channel state. State 2 is the filled trap. Their energies along a vibrational coordinate $q$ of mass $m$ are $U_1(q)$ and $U_2(q)$, and a constant real matrix element $V$ couples them. For two parabolas of equal curvature the capture rate is

$$ k = \frac{2\pi}{\hbar}\, \frac{V^2}{\sqrt{4\pi\lambda k_BT}}\, \exp\left[ -\frac{(\lambda+\varepsilon)^2}{4\lambda k_BT} \right]. \tag{1} $$

Here $\lambda$ is the reorganisation energy, the energy of state 2 at the equilibrium position of state 1, measured from the minimum of $U_2$. The energy $\varepsilon$ is the minimum of $U_2$ minus the minimum of $U_1$. It is negative when capture releases energy. The temperature is $T$.

Equation (1) follows from a count: how often the vibration passes the crossing of the two curves, multiplied by the probability of an electronic hop at each passage. Both directions of passage must be counted. The derivation assumes that

- the coordinate moves classically;
- state 1 stays in thermal equilibrium, so that capture is slow compared with vibrational relaxation;
- a hop at any single passage is improbable;
- hop probabilities of successive passages add.

The third assumption is examined at the end of this half, and the first and fourth in the second half.

The rate $k$ belongs to one electron in one channel state. If that state is normalised in an area $A$ of the interface, its amplitude at the trap scales as $A^{-1/2}$, hence $V^2 \propto 1/A$. The product $kA$ is therefore independent of the chosen area. A trap below a channel with sheet density $n_s$ sees $n_sA$ electrons and captures at the rate

$$ \Gamma = n_s\, (kA), \tag{2} $$

provided that all of them may be given the same $k$.

### Hop probability of one passage

Let $\Delta(q) = U_2(q) - U_1(q)$. The crossing $q_c$ is a root of $\Delta$, and $G = |d\Delta/dq|$ at that point is the magnitude of the difference of the two forces. During a passage the coordinate is a given function of time. Write the electronic state as

$$ |\psi\rangle = c_1\, e^{-\frac{i}{\hbar}\int U_1 dt}\, |1\rangle + c_2\, e^{-\frac{i}{\hbar}\int U_2 dt}\, |2\rangle . $$

In the Schrödinger equation the time derivatives of the exponentials cancel the diagonal energies. The component along $|2\rangle$ leaves

$$ \dot c_2 = -\frac{i}{\hbar}\, V\, c_1\, \exp\left( \frac{i}{\hbar}\int \Delta\, dt \right). \tag{3} $$

For a rare hop $c_1$ may be set to one on the right. Near the crossing, with velocity $v$, the gap is linear in time, $\Delta = \alpha t$ with $|\alpha| = G|v|$. Its time integral is $\alpha t^2/2$, so

$$ c_2(\infty) = -\frac{iV}{\hbar} \int_{-\infty}^{\infty} \exp\left( \frac{i\alpha t^2}{2\hbar} \right) dt . $$

The Gaussian integral $\int e^{-st^2}dt = \sqrt{\pi/s}$ holds for $\mathrm{Re}\, s > 0$. Let $s$ approach $-i\alpha/2\hbar$ from that side. The magnitude of the integral becomes $\sqrt{2\pi\hbar/|\alpha|}$, and the hop probability is

$$ P(v) = \frac{V^2}{\hbar^2}\, \frac{2\pi\hbar}{|\alpha|} = \frac{2\pi V^2}{\hbar\, G\, |v|} . \tag{4} $$

This is the weak-coupling Landau-Zener probability. A slow passage keeps the levels near resonance for longer and so gives a larger probability. The integral gathers its value within a time of order $\sqrt{\hbar/(G|v|)}$ about the crossing. The infinite limits and the linear gap are justified if $v$ and $G$ hardly change during that time. Near a turning point this fails, because $v$ itself goes through zero.

### Counting passages in both directions

In equilibrium on $U_1$ the position has the density

$$ p_1(q) = \frac{e^{-U_1(q)/k_BT}}{\int e^{-U_1(q')/k_BT}\, dq'} , $$

and the velocity has the independent Maxwell density

$$ f(v) = \sqrt{\frac{m}{2\pi k_BT}}\; e^{-mv^2/2k_BT}, \qquad \int_{-\infty}^{\infty} f(v)\, dv = 1 . $$

A coordinate with velocity $v$ passes $q_c$ within the next short time $dt$ if it now lies within $|v|dt$ of $q_c$ on the side from which it approaches. The probability of this is $p_1(q_c)|v|dt$. The number of passages per unit time with velocity in $dv$ is therefore

$$ dN = p_1(q_c)\, |v|\, f(v)\, dv , \tag{5} $$

for positive and for negative $v$ alike. Multiplication by the hop probability and integration over both signs give

$$ k_c = \int_{-\infty}^{\infty} p_1(q_c)\, |v|\, f(v)\, \frac{2\pi V^2}{\hbar G|v|}\, dv = \frac{2\pi V^2}{\hbar}\, \frac{p_1(q_c)}{G} . \tag{6} $$

The speed cancels. Fast passages are more frequent in proportion to $|v|$ and less effective in the same proportion, so each velocity interval contributes to the rate with the plain weight $f(v)$.

The integral over one sign of $v$ is one half, by the symmetry of $f$. The passages outward from the minimum thus supply half of (6), and the return passages supply the other half. A vibration that climbs beyond the crossing must come back through it, and when the small hop probabilities of the two passages are added, as assumed above, the chance of a hop in the whole excursion is $2P$. An implementation that counts excursions must use $2P$. One that counts all passages must use $P$. Combining the one-way flux with a single $P$ halves the prefactor.

The total number of passages per unit time follows from the mean speed,

$$ \langle |v| \rangle = 2\int_0^\infty v f(v)\, dv = \sqrt{\frac{2k_BT}{\pi m}}, \qquad N = p_1(q_c)\, \langle|v|\rangle . \tag{7} $$

The average hop probability per passage is $k_c/N = 2\pi V^2/(\hbar G\langle|v|\rangle)$. This is (4) evaluated at the mean speed.

### The golden-rule form

If the curves cross at several points, each contributes a term (6). The delta function of a function with simple roots obeys $\delta(\Delta(q)) = \sum_c \delta(q-q_c)/G_c$. Hence

$$ k = \frac{2\pi V^2}{\hbar} \sum_c \frac{p_1(q_c)}{G_c} = \frac{2\pi V^2}{\hbar} \int p_1(q)\, \delta\big(U_2(q)-U_1(q)\big)\, dq . \tag{8} $$

The right side is the golden rule with the vibration treated as a classical, momentarily fixed parameter: the electronic transition conserves energy at each $q$, and the result is averaged over the thermal distribution of $q$. The two pictures agree including the factor $2\pi$, and this agreement requires both directions of passage.

### Equal parabolas

Let $\omega$ be the vibrational frequency in both states and $K = m\omega^2$. With the minimum of state 1 at the origin and that of state 2 at $d > 0$,

$$ U_1 = \tfrac12 Kq^2, \qquad U_2 = \tfrac12 K(q-d)^2 + \varepsilon, \qquad \lambda = \tfrac12 Kd^2 . $$

Expanding the square removes the quadratic terms from the gap:

$$ \Delta = \tfrac12 Kd^2 - Kdq + \varepsilon = \lambda + \varepsilon - Kdq . $$

There is one crossing. Its position, in units of $d$, and the force difference are

$$ \frac{q_c}{d} = \frac{\lambda+\varepsilon}{Kd^2} = \frac{\lambda+\varepsilon}{2\lambda}, \qquad G = Kd = \frac{2\lambda}{d} . \tag{9} $$

The barrier above the minimum of state 1 is

$$ E_b = \tfrac12 Kq_c^2 = \lambda\left( \frac{\lambda+\varepsilon}{2\lambda} \right)^2 = \frac{(\lambda+\varepsilon)^2}{4\lambda} . \tag{10} $$

The position density of a harmonic well is $p_1(q) = \sqrt{K/2\pi k_BT}\; e^{-Kq^2/2k_BT}$. Since $Kd = \sqrt{K}\sqrt{Kd^2} = \sqrt{2\lambda K}$,

$$ \frac{p_1(q_c)}{G} = \sqrt{\frac{K}{2\pi k_BT}}\; \frac{1}{\sqrt{2\lambda K}}\; e^{-E_b/k_BT} = \frac{e^{-E_b/k_BT}}{\sqrt{4\pi\lambda k_BT}} . $$

Insertion in (6) gives (1). The force constant has cancelled, and with it the mass and the frequency. They set how often the crossing is reached, but they change the hop probability inversely. From (7), the number of passages is

$$ N = \sqrt{\frac{K}{2\pi k_BT}}\, \sqrt{\frac{2k_BT}{\pi m}}\; e^{-E_b/k_BT} = \frac{\omega}{\pi}\, e^{-E_b/k_BT} , \tag{11} $$

which is two passages per period $2\pi/\omega$, times the fraction of oscillations with enough energy.

The barrier vanishes at $\varepsilon = -\lambda$, where the curves cross at the minimum of state 1. For still lower $\varepsilon$ the crossing moves to negative $q$ and the barrier rises again. Equation (1) covers both sides.

Emission from the filled trap back into the same channel state follows by exchanging the roles of the states, which replaces $\varepsilon$ by $-\varepsilon$. The difference of the barriers is $[(\lambda-\varepsilon)^2-(\lambda+\varepsilon)^2]/4\lambda = -\varepsilon$, so

$$ \frac{k_{1\to2}}{k_{2\to1}} = e^{-\varepsilon/k_BT} , $$

as detailed balance requires. In a partly filled channel the emission rate also carries the probability that the channel state is empty.

### Unequal curvatures

With $s = q/d$, let $U_1 = A_1s^2$ and $U_2 = A_2(s-1)^2+\varepsilon$, where $A_1$ and $A_2$ are positive energies. The crossing condition is

$$ (A_2-A_1)s^2 - 2A_2s + A_2 + \varepsilon = 0 . $$

Its roots are

$$ s_\pm = \frac{A_2 \pm R}{A_2-A_1}, \qquad R^2 = A_2^2-(A_2-A_1)(A_2+\varepsilon) = A_1A_2-(A_2-A_1)\varepsilon . $$

The slope of the gap is $2(A_2-A_1)s-2A_2$, which equals $\pm 2R$ at the roots. Both crossings have the same magnitude of slope, and (8) becomes

$$ k = \frac{2\pi V^2}{\hbar}\; \frac{1}{2R}\, \sqrt{\frac{A_1}{\pi k_BT}}\; \left( e^{-A_1s_+^2/k_BT} + e^{-A_1s_-^2/k_BT} \right) . \tag{12} $$

If $R^2$ is negative the curves do not meet and the classical rate is zero. As $A_2 \to A_1$ one root moves to infinity, $R \to \lambda$, and (12) returns to (1). At $R = 0$ the curves touch, the gap is no longer linear at the contact, and (12) diverges and must not be used.

### Slow passages and the full hop probability

Equation (4) exceeds one when $v$ is small enough, although a probability cannot. The effect on the rate can be found from the hop probability for arbitrary $V$ at constant $\alpha > 0$.

Take the energy of state 1 as zero. The amplitudes obey $i\hbar\dot a_1 = Va_2$ and $i\hbar\dot a_2 = \alpha ta_2+Va_1$. Write $a_j(t) = \int e^{-i\nu t}A_j(\nu)d\nu$. The first equation gives $A_1 = VA_2/(\hbar\nu)$. Under the integral, multiplication by $t$ becomes $-i\,d/d\nu$ after integration by parts, so the second equation gives

$$ \frac{dA_2}{d\nu} = \frac{i}{\alpha}\left( \hbar\nu-\frac{V^2}{\hbar\nu} \right)A_2, \qquad A_2 \propto \nu^{-i\mu}\, e^{i\hbar\nu^2/2\alpha}, \qquad \mu = \frac{V^2}{\hbar\alpha} . $$

Let the path of integration pass just above $\nu = 0$. For $t\to-\infty$ the factor $e^{-i\nu t}$ decays above the real axis, so the singular point contributes nothing and $a_1$ vanishes: the system starts in state 2. At large $|t|$ the amplitude $a_2$ comes from the point of stationary phase $\nu = \alpha t/\hbar$. This point is negative before the crossing and positive after it. On the negative side $\nu = |\nu|e^{i\pi}$ and $|\nu^{-i\mu}| = e^{\pi\mu}$, while on the positive side the magnitude is one. The probability of remaining in state 2 is thus $e^{-2\pi\mu}$. In a two-state unitary evolution the two staying probabilities are equal, so a system starting in state 1 hops with probability

$$ P_{LZ} = 1-e^{-2\pi\mu} = 1-e^{-P} , \tag{13} $$

where $P$ is the weak form (4). Reversing the sign of $\alpha$ does not change this.

Let $v_T = \sqrt{k_BT/m}$, $x = |v|/v_T$ and $a = P(v_T)$, so that $P = a/x$. Replacing $P$ by $P_{LZ}$ in (6) lowers the rate by the fraction

$$ D = \sqrt{\frac{2}{\pi}} \int_0^\infty e^{-x^2/2}\, h\left(\frac{a}{x}\right) dx, \qquad h(u) = 1-\frac{1-e^{-u}}{u} . $$

For small $a$, split the integral at $X$ with $a \ll X \ll 1$. Below $X$ the Gaussian is one. With $u = a/x$ and $\delta = a/X$, two integrations by parts give

$$ a\int_\delta^\infty \frac{u-1+e^{-u}}{u^3}\, du = \frac a2\left( \frac32-\gamma_E-\ln\delta \right) , $$

where $\gamma_E$ is Euler's constant, from $\int_\delta^\infty e^{-u}du/u \simeq -\gamma_E-\ln\delta$. Above $X$, $h \simeq a/2x$, and the same expansion gives $\frac a2\left(-\ln X-\frac12\gamma_E+\frac12\ln2\right)$. In the sum $X$ drops out:

$$ D \simeq \frac{a}{\sqrt{2\pi}}\left[ \ln\frac1a+\frac32-\frac32\gamma_E+\frac12\ln2 \right] . \tag{14} $$

The divergence of (4) at $v = 0$ is harmless for small $a$, because such slow passages carry little weight. Equation (14) takes a constant velocity for granted down to $v = 0$. It does not describe motion at a turning point. It also treats each passage alone. Repeated passages within one excursion enter at the same order in $V$: for $|\varepsilon| < \lambda$, following them incoherently gives a capture probability $2P_{LZ}/(1+P_{LZ})$ per excursion, and for small $a$ the deficit is then about three times (14). Equation (14) therefore gives only the order of magnitude of the finite-coupling correction.

## 2. Limits of the average and a worked trap

### Results taken over

States 1 and 2 are the empty trap with a channel electron and the filled trap. Their energies are $U_1$ and $U_2$, their gap is $\Delta = U_2-U_1$, and $V$ couples them. For equal parabolas with frequency $\omega$, mass $m$, displacement $d$, reorganisation energy $\lambda$ and energy offset $\varepsilon$, the curves cross at $q_c = d(\lambda+\varepsilon)/2\lambda$. The barrier is $E_b = (\lambda+\varepsilon)^2/4\lambda$, and the force difference is $G = 2\lambda/d$. One passage at speed $|v|$ gives a hop with probability $P = 2\pi V^2/(\hbar G|v|)$. There are $N = (\omega/\pi)e^{-E_b/k_BT}$ passages per unit time, both directions included, and their thermal average gives

$$ k = \frac{2\pi}{\hbar}\, \frac{V^2}{\sqrt{4\pi\lambda k_BT}}\, e^{-E_b/k_BT} . \tag{15} $$

Counting passages of the crossing in both directions has given the classical capture rate for equal and unequal curvatures, with an order-of-magnitude estimate of the finite-coupling correction. It remains to examine the adding of hop probabilities and the classical treatment of the vibration, and to apply the result to an example trap.
